**Spin-orbit splitting and g value of octahedral high-spin Fe²⁺ (⁵T₂g)**

To first order in the one-electron constant ζ, the ⁵T₂g term of d⁶ splits into effective J = 1, 2, 3 at −3|λ|, −|λ|, +2|λ| with λ = −ζ/4, and the ground triplet has g = k/2 + 3gₑ/2 = 7/2 for orbital reduction k = 1 and gₑ = 2; here J = ℓ + S, PLP = −ℓ within T₂, and Δ = 10Dq. The program builds the d-shell angular-momentum, octahedral-field and Coulomb matrices by sphere quadrature and forms all 210 determinants of d⁶. It asserts the operator identities for λ and ℓ, the three levels, the g formula for every J and several k and gₑ, the weights 0.6, 0.3, 0.1 of the ground state, and the inverted order for tetrahedral d⁴. It also asserts, against exact diagonalization at small ζ, the six shifts of order λ²/Δ with their octahedral labels and the correction δg = 18|λ|/(5Δ) for k = 1, and it compares g with finite-field splittings along [001] and [111]. The example takes ζ, F² and F⁴ from a spherically averaged Hartree-Fock 3d orbital of free Fe²⁺ (def2-TZVP, screened central-field ζ) and the model value Δ = 1.0 eV. The output gives ζ = 0.056 eV, first-order gaps of 0.0280 and 0.0420 eV, 210-state centroid gaps of 1.917|λ| and 2.929|λ|, and a 210-state g of 3.55.

## Program and output

```python
# Result under test: high-spin d6 (Fe2+) in an octahedral field D = 10Dq, with
# H_so = zeta sum_i l_i.s_i.  In 5D, H_so = lam L.S with lam = -zeta/4.  In 5T2,
# P L P = -leff (leff = 1); levels J = 1,2,3 (J = leff + S) lie at -3,-1,+2 |lam|.
# For the moment k L + ge S: g_J = -k a + ge (1-a), a = [J(J+1)-4]/[2J(J+1)];
# g(J=1) = 7/2 for ge = 2, k = 1.  Mixing with 5E shifts levels by c lam^2/D
# (table SECOND) and g(J=1) by +18|lam|/(5D).  F0,F2,F4: Slater integrals.
# Independent road: quadrature matrices and all 210 determinants of d6.
import itertools
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.linalg import eigh, expm
from scipy.integrate import cumulative_trapezoid as cumtrap
from scipy.special import eval_legendre
from pyscf import gto, scf, lib

lib.num_threads(1)
HA = sc.physical_constants['Hartree energy in eV'][0]
BOHR = sc.physical_constants['Bohr radius'][0] * 1e10
MUB = sc.physical_constants['Bohr magneton in eV/T'][0]
GE = abs(sc.physical_constants['electron g factor'][0])
CM = sc.e / (sc.h * sc.c * 100)
KELVIN = sc.e / sc.k
D = 1.0

def close(a, b, tol=1e-9):
    return np.max(np.abs(np.asarray(a) - np.asarray(b))) < tol

def proj(U, A):
    return U.conj().T @ A @ U

# ---- free Fe2+: spherically averaged RHF with 3d occupation 6/5 ----
mol = gto.M(atom='Fe 0 0 0', basis='def2-tzvp', charge=2, spin=0, verbose=0)
ovl = mol.intor('int1e_ovlp')
labels = mol.ao_labels(fmt=False)
letters = np.array([t[2][-1] for t in labels])

def get_occ(mo_energy=None, mo_coeff=None):
    pop = mo_coeff * (ovl @ mo_coeff)
    occ = np.zeros(len(mo_energy))
    order = np.argsort(mo_energy)
    for letter, count, fill in (('s', 3, 2.0), ('p', 6, 2.0), ('d', 5, 1.2)):
        weight = pop[letters == letter].sum(axis=0)
        occ[[i for i in order if weight[i] > 0.5][:count]] = fill
    return occ

mf = scf.RHF(mol)
mf.chkfile = None
mf.get_occ = get_occ
mf.conv_tol = 1e-9
mf.max_cycle = 150
mf.kernel()
assert mf.converged
dm = mf.make_rdm1()
fock = mf.get_hcore() + mf.get_veff(mol, dm)
ixy = [i for i, t in enumerate(labels) if t[2][-1] == 'd' and t[3] == 'xy']
cxy = np.zeros(mol.nao)
cxy[ixy] = eigh(fock[np.ix_(ixy, ixy)], ovl[np.ix_(ixy, ixy)])[1][:, 0]
t = np.linspace(np.log(1e-5), np.log(30.0), 5000)
r = np.exp(t)
cum = lambda f: cumtrap(f * r, t, initial=0.0)

def enclosed(direction):
    ao = mol.eval_gto('GTOval_sph', np.outer(r, direction))
    return ao, cum(4 * np.pi * r**2 * np.sum((ao @ dm) * ao, axis=1))

ao, Nr = enclosed(np.array([1.0, 1.0, 0.0]) / np.sqrt(2))
assert abs(Nr[-1] - 24) < 1e-3
assert close(Nr, enclosed(np.array([0.0, 0.0, 1.0]))[1], 1e-4)
P2 = (r * (ao @ cxy) / (0.5 * np.sqrt(15 / (4 * np.pi))))**2
assert abs(cum(P2)[-1] - 1) < 1e-5

def hartree_potential(z):
    with mol.with_rinv_origin((0.0, 0.0, z)):
        return np.sum(dm * mol.intor('int1e_rinv'))
slope = (hartree_potential(0.501) - hartree_potential(0.499)) / 0.002
assert abs(-slope * 0.25 / np.interp(0.5, r, Nr) - 1) < 1e-4   # Gauss law
r3 = cum(P2 / r**3)[-1]
zeff_r3 = cum(P2 * (26 - Nr + cum(P2)) / r**3)[-1]
zeta = 0.5 * sc.alpha**2 * zeff_r3 * HA
F = {k: 2 * cum(P2 / r**(k + 1) * cum(P2 * r**k))[-1] * HA for k in (0, 2, 4)}

# ---- one-electron angular matrices from exact quadrature on the sphere ----
u, wu = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
st = np.sqrt(1 - u**2)
pts = np.array([np.outer(st, np.cos(phi)).ravel(), np.outer(st, np.sin(phi)).ravel(),
                np.repeat(u, 16)])
w = np.repeat(wu, 16) * 2 * np.pi / 16
x, y, z = xyz = sp.symbols('x y z')
nd = sp.sqrt(15 / (4 * sp.pi))
d_fun = [nd*y*z, nd*z*x, nd*x*y, nd*(x**2 - y**2)/2,
         sp.sqrt(5/(16*sp.pi))*(2*z**2 - x**2 - y**2)]
p_fun = [sp.sqrt(3/(4*sp.pi))*q for q in xyz]
on_grid = lambda fs: np.array([sp.lambdify(xyz, f)(*pts) + 0*w for f in fs], dtype=float)

def l_matrices(fs):
    out = []
    for i in range(3):
        a, b = xyz[(i+1) % 3], xyz[(i+2) % 3]
        rot = [sp.expand(a*sp.diff(f, b) - b*sp.diff(f, a)) for f in fs]
        out.append(-1j * (on_grid(fs) * w) @ on_grid(rot).T)
    return out

dg = on_grid(d_fun)
assert close((dg * w) @ dg.T, np.eye(5))
ld, lp = l_matrices(d_fun), l_matrices(p_fun)
for i in range(3):
    assert close(ld[i][:3, :3], -lp[i])
    for j in range(3):
        ket_bra = np.zeros((3, 3)); ket_bra[i, j] = 1
        assert close(ld[i][:3, 3:] @ ld[j][3:, :3], (4 if i == j else -2) * ket_bra)
ligand = lambda k: (dg * w * sum(eval_legendre(k, s * c) for c in pts for s in (1, -1))) @ dg.T
assert close(ligand(2), 0)
v4 = ligand(4)
assert v4[4, 4] > v4[0, 0]
hcf = D * v4 / (v4[4, 4] - v4[0, 0])
assert close(hcf, D * np.diag([-0.4, -0.4, -0.4, 0.6, 0.6]))
pair = (dg[:, None, :] * dg[None, :, :] * w).reshape(25, -1)
ang = {k: (pair @ eval_legendre(k, np.clip(pts.T @ pts, -1, 1)) @ pair.T).reshape(5, 5, 5, 5)
       for k in F}
direct = cxy @ mf.get_j(mol, np.outer(cxy, cxy)) @ cxy * HA
assert abs(sum(F[k] * ang[k][2, 2, 2, 2] for k in F) / direct - 1) < 1e-4
eri = F[2] * ang[2] + F[4] * ang[4]      # F0 only adds a constant
sm = [np.array([[0, 1], [1, 0]]) / 2 + 0j, np.array([[0, -1j], [1j, 0]]) / 2,
      np.array([[1, 0], [0, -1]]) / 2 + 0j]

# ---- many-electron operators, spin orbital index = 2*orbital + spin ----
def build(n):
    dets = [sum(1 << p for p in c) for c in itertools.combinations(range(10), n)]
    idx = {d: i for i, d in enumerate(dets)}
    E = np.zeros((10, 10, len(dets), len(dets)))
    par = lambda d, p: (-1) ** bin(d & ((1 << p) - 1)).count('1')
    for d in dets:
        for q in range(10):
            if d >> q & 1:
                m = d ^ (1 << q)
                for p in range(10):
                    if not m >> p & 1:
                        E[p, q, idx[m | 1 << p], idx[d]] = par(d, q) * par(m, p)
    one = lambda h: np.tensordot(h.real, E, 2) + 1j * np.tensordot(h.imag, E, 2)
    e = E[0::2, 0::2] + E[1::2, 1::2]
    W = np.tensordot(eri, e, 2)
    Hc = 0.5 * sum(e[a, b] @ W[a, b] for a in range(5) for b in range(5))
    Hc = Hc - 0.5 * np.tensordot(np.einsum('abbd->ad', eri), e, 2)
    L = [one(np.kron(m, np.eye(2))) for m in ld]
    S = [one(np.kron(np.eye(5), m)) for m in sm]
    ls = one(sum(np.kron(a, b) for a, b in zip(ld, sm)))
    return Hc, one(np.kron(hcf, np.eye(2)) + 0j), ls, L, S

dot = lambda A, B: sum(a @ b for a, b in zip(A, B))

def quintet(S):
    ev, U = eigh(dot(S, S))
    return U[:, np.abs(ev - 6) < 1e-8]

# tetrahedral d4 (field reversed): lam = +zeta/4, multiplet inverted
Hc, Hcf, ls, L, S = build(4)
W5 = quintet(S)
assert close(proj(W5, ls), 0.25 * proj(W5, dot(L, S)))
U15 = eigh(Hc - Hcf)[1][:, :15]
d4_levels = eigh(4 * proj(U15, ls))[0]
assert close(d4_levels, [-2]*7 + [1]*5 + [3]*3, 1e-8)

# octahedral d6
Hc, Hcf, ls, L, S = build(6)
assert close(Hc @ L[0] - L[0] @ Hc, 0)
W5 = quintet(S)
assert W5.shape[1] == 25 and close(proj(W5, dot(L, L)), 6 * np.eye(25))
assert close(proj(eigh(Hc)[1][:, :25], dot(S, S)), 6 * np.eye(25), 1e-8)
assert close(proj(W5, ls), -0.25 * proj(W5, dot(L, S)))
H0 = Hc + Hcf
e0, U0 = eigh(H0)
assert close(e0[:15], e0[0]) and close(e0[15:25], e0[0] + D) and e0[25] > e0[24] + 0.1
spin_next = np.sqrt(1 + 4 * np.real(U0[:, 25].conj() @ dot(S, S) @ U0[:, 25]))
U15 = U0[:, :15]
le = [-proj(U15, a) for a in L]
se = [proj(U15, a) for a in S]
assert close(le[0] @ le[1] - le[1] @ le[0], 1j * le[2]) and close(dot(le, le), 2 * np.eye(15))
assert close(4 * proj(U15, ls), dot(le, se))
je = [a + b for a, b in zip(le, se)]
e1, V1 = eigh(4 * proj(U15, ls))
first = {J: 0.5 * (J * (J + 1) - 8) for J in (1, 2, 3)}
lande = lambda J, k, ge: -k*(J*(J+1)-4)/(2*J*(J+1)) + ge*(1 - (J*(J+1)-4)/(2*J*(J+1)))
block = {1: slice(0, 3), 2: slice(3, 8), 3: slice(8, 15)}
g_first = {}
for J, sl in block.items():
    V = V1[:, sl]
    assert close(e1[sl], first[J]) and close(proj(V, dot(je, je)), J*(J+1)*np.eye(2*J+1))
    for k, ge in ((1, 2), (0.8, 2), (1, GE)):
        for i in range(3):
            assert close(proj(U15 @ V, k*L[i] + ge*S[i]), lande(J, k, ge) * proj(V, je[i]))
    g_first[J] = eigh(proj(U15 @ V, L[2] + 2*S[2]))[0][-1] / J
assert abs(g_first[1] - 3.5) < 1e-9
top = U15 @ V1[:, :3] @ eigh(proj(V1[:, :3], je[2]))[1][:, 2]
sz = np.real(np.diag(S[2]))
weights = [np.sum(np.abs(top[np.abs(sz - m) < 1e-9])**2) for m in (2, 1, 0)]
assert close(weights, [0.6, 0.3, 0.1])

def ladder(j):
    m = np.arange(j, -j - 1, -1.0)
    return np.diag(np.sqrt(j*(j+1) - m[1:]*(m[1:]+1)), 1), np.diag(m)
(a_up, a_z), (b_up, b_z) = ladder(1), ladder(2)
psi = np.zeros(15)
psi[[10, 6, 2]] = np.sqrt(0.6), -np.sqrt(0.3), np.sqrt(0.1)
assert close((np.kron(a_up, np.eye(5)) + np.kron(np.eye(3), b_up)) @ psi, 0)
assert close((np.kron(a_z, b_z) + 0.5*(np.kron(a_up, b_up.T) + np.kron(a_up.T, b_up))) @ psi, -3*psi)

# ---- second order in lam/D, octahedral labels from the C4 character ----
SECOND = {(1, 'T2'): -18/5, (2, 'E'): -12, (2, 'T1'): -6,
          (3, 'A1'): -24, (3, 'T1'): -12, (3, 'T2'): -12/5}
C4 = expm(-0.5j * np.pi * (L[2] + S[2]))
NAMES = {(3, -1): 'T2', (3, 1): 'T1', (2, 0): 'E', (1, 1): 'A1', (1, -1): 'A2'}

def labelled(ev, U, tol):
    out = {}
    for J, sl in block.items():
        i = sl.start
        while i < sl.stop:
            n = int(np.sum(np.abs(ev[i:sl.stop] - ev[i]) < tol))
            chi = np.trace(proj(U[:, i:i+n], C4))
            assert abs(chi - round(chi.real)) < 1e-3
            out[(J, NAMES[(n, round(chi.real))])] = ev[i]
            i += n
    assert set(out) == set(SECOND)
    return out

small = 1e-5 * D      # third-order terms are then near 1e-3 of lam^2/D
ev, U = eigh(proj(W5, Hcf + 4 * small * ls))
for key, val in labelled(ev, W5 @ U, 1e-12).items():
    assert abs((val + 0.4*D - first[key[0]]*small) / (small**2 / D) - SECOND[key]) < 0.01

def full(zt, ge):
    ev, U = eigh(H0 + zt * ls)
    m = eigh(proj(U[:, :3], L[2] + ge * S[2]))[0]
    return ev, U, 0.5 * (m[2] - m[0])

deviation = []
for s in (1e-3, 2e-3):
    ev, U, g = full(s * zeta, 2.0)
    la = s * zeta / 4
    deviation.append(np.max(np.abs((ev[:15] - ev[0]) / la - (e1 - e1[0]))))
    assert abs((g - 3.5) / (la / D) - 18/5) < 0.02
assert deviation[0] < 1e-3 and abs(deviation[1] / deviation[0] - 2) < 0.02

# ---- worked example ----
lam = zeta / 4
ev, U, g_full = full(zeta, GE)
lev = labelled(ev, U, 1e-9)
for n in (np.array([0, 0, 1.0]), np.ones(3) / np.sqrt(3)):
    hz = 0.1 * MUB * sum(n[i] * (L[i] + GE * S[i]) for i in range(3))
    eb = eigh(H0 + zeta * ls + hz, eigvals_only=True)
    assert abs((eb[2] - eb[0]) / (0.2 * MUB) - g_full) < 1e-5
evq, Uq = eigh(proj(W5, Hcf + zeta * ls))
levq = labelled(evq, W5 @ Uq, 1e-9)

print(f"<r> of 3d = {cum(P2 * r)[-1] * BOHR:.4f} angstrom")
print(f"<r^-3> of 3d = {r3 / BOHR**3:.3f} angstrom^-3")
print(f"<(Z-N)/r^3> = {zeff_r3 / BOHR**3:.2f} angstrom^-3")
print(f"effective charge <(Z-N)/r^3>/<r^-3> = {zeff_r3 / r3:.2f}")
print(f"F2 = {F[2]:.3f} eV, F4 = {F[4]:.3f} eV")
print(f"zeta = {zeta:.5f} eV")
print(f"lambda = {-lam:.5f} eV = {-lam * CM:.1f} cm^-1")
print(f"10Dq (model input) = {D:.2f} eV")
print(f"|lambda|/10Dq = {lam / D:.5f}, lambda^2/10Dq = {lam**2 / D:.6f} eV")
print(f"5E above 5T2 (no spin-orbit) = {e0[15] - e0[0]:.4f} eV")
print(f"lowest non-quintet (2S+1 = {spin_next:.0f}) above 5T2 = {e0[25] - e0[0]:.3f} eV")
for J, sl in block.items():
    print(f"first order J={J}: {e1[sl][0]:+.4f} |lambda| = {e1[sl][0] * lam:+.5f} eV, g(ge=2,k=1) = {g_first[J]:.4f}")
for a, b, name in ((0, 3, '1-2'), (3, 8, '2-3')):
    gap = (e1[b] - e1[a]) * lam
    print(f"first-order gap J={name}: {gap:.5f} eV = {gap * CM:.1f} cm^-1 = {gap * KELVIN:.0f} K")
print("weights of M_S = 2, 1, 0 in |J=1,M=1>: " + ", ".join(f"{q:.4f}" for q in weights))
print(f"tetrahedral d4, J=3,2,1 in zeta/4: {d4_levels[0]:+.3f}, {d4_levels[7]:+.3f}, {d4_levels[12]:+.3f}")
print("levels above ground in eV: first order, second order, 25 states, 210 states")
for key in SECOND:
    a = (first[key[0]] - first[1]) * lam
    b = a + (SECOND[key] - SECOND[(1, 'T2')]) * lam**2 / D
    print(f"J={key[0]} {key[1]}: {a:.5f}, {b:.5f}, {levq[key] - evq[0]:.5f}, {lev[key] - ev[0]:.5f}")
c1, c2, c3 = (ev[block[J]].mean() for J in (1, 2, 3))
print(f"210-state centroid gap J=1-2: {c2 - c1:.5f} eV = {(c2 - c1) / lam:.3f} |lambda|")
print(f"210-state centroid gap J=2-3: {c3 - c2:.5f} eV = {(c3 - c2) / lam:.3f} |lambda|")
print(f"free-electron ge = {GE:.6f}")
print(f"g(J=1) first order, true ge, k=1: {lande(1, 1, GE):.4f}")
print(f"g(J=1) first order, ge=2, k=0.8: {lande(1, 0.8, 2):.4f}")
print(f"shift 18|lambda|/(5 10Dq) = {3.6 * lam / D:.4f}")
print(f"g(J=1) with this shift, true ge: {lande(1, 1, GE) + 3.6 * lam / D:.4f}")
print(f"g(J=1) from 210 states, true ge: {g_full:.4f}")
print(f"Bohr magneton = {MUB:.5e} eV/T")
print(f"Zeeman step at 1 T, first order ge=2: {g_first[1] * MUB:.4e} eV")
print(f"Zeeman step at 1 T, 210-state g: {g_full * MUB:.4e} eV")
print(f"max level deviation/|lambda| at zeta x 0.001, x 0.002: {deviation[0]:.3e}, {deviation[1]:.3e}")
print("done: every assertion held")
```

It prints:

```
<r> of 3d = 0.5854 angstrom
<r^-3> of 3d = 31.727 angstrom^-3
<(Z-N)/r^3> = 521.90 angstrom^-3
effective charge <(Z-N)/r^3>/<r^-3> = 16.45
F2 = 10.456 eV, F4 = 6.479 eV
zeta = 0.05603 eV
lambda = -0.01401 eV = -113.0 cm^-1
10Dq (model input) = 1.00 eV
|lambda|/10Dq = 0.01401, lambda^2/10Dq = 0.000196 eV
5E above 5T2 (no spin-orbit) = 1.0000 eV
lowest non-quintet (2S+1 = 3) above 5T2 = 1.914 eV
first order J=1: -3.0000 |lambda| = -0.04202 eV, g(ge=2,k=1) = 3.5000
first order J=2: -1.0000 |lambda| = -0.01401 eV, g(ge=2,k=1) = 1.5000
first order J=3: +2.0000 |lambda| = +0.02802 eV, g(ge=2,k=1) = 1.0000
first-order gap J=1-2: 0.02802 eV = 226.0 cm^-1 = 325 K
first-order gap J=2-3: 0.04202 eV = 338.9 cm^-1 = 488 K
weights of M_S = 2, 1, 0 in |J=1,M=1>: 0.6000, 0.3000, 0.1000
tetrahedral d4, J=3,2,1 in zeta/4: -2.000, +1.000, +3.000
levels above ground in eV: first order, second order, 25 states, 210 states
J=1 T2: 0.00000, 0.00000, 0.00000, 0.00000
J=2 E: 0.02802, 0.02637, 0.02638, 0.02571
J=2 T1: 0.02802, 0.02755, 0.02747, 0.02761
J=3 A1: 0.07004, 0.06604, 0.06590, 0.06306
J=3 T1: 0.07004, 0.06839, 0.06838, 0.06722
J=3 T2: 0.07004, 0.07028, 0.07024, 0.07016
210-state centroid gap J=1-2: 0.02685 eV = 1.917 |lambda|
210-state centroid gap J=2-3: 0.04103 eV = 2.929 |lambda|
free-electron ge = 2.002319
g(J=1) first order, true ge, k=1: 3.5035
g(J=1) first order, ge=2, k=0.8: 3.4000
shift 18|lambda|/(5 10Dq) = 0.0504
g(J=1) with this shift, true ge: 3.5539
g(J=1) from 210 states, true ge: 3.5506
Bohr magneton = 5.78838e-05 eV/T
Zeeman step at 1 T, first order ge=2: 2.0259e-04 eV
Zeeman step at 1 T, 210-state g: 2.0552e-04 eV
max level deviation/|lambda| at zeta x 0.001, x 0.002: 5.071e-04, 1.014e-03
done: every assertion held
```
